\section*{Range-separated random-phase approximation from multideterminant Kohn-Sham theory}

\section{What goes wrong without range separation}

For H$_2$ at a bond length of 1.4 bohr, in the cc-pVTZ basis, Hartree-Fock theory plus the direct random-phase approximation (RPA) puts the energy 15 mHa below the full configuration-interaction (CI) energy of the same basis. Kohn-Sham theory in the local density approximation (LDA) errs the other way, by 36 mHa. In the larger cc-pVQZ basis the two errors are 17 and 37 mHa. A density functional can be given the short-range part of the electron repulsion and the RPA the long-range part, provided that nothing is counted twice. The multideterminant extension of Kohn-Sham theory fixes how the two are joined.

Hartree atomic units are used. The system is finite and closed-shell, with real orbitals and a finite gap. The repulsion is split as
\begin{equation}
\frac1r=w(r)+w_{\rm sr}(r),\qquad w(r)=\frac{\operatorname{erf}(\mu r)}{r},\qquad w_{\rm sr}(r)=\frac{\operatorname{erfc}(\mu r)}{r},
\end{equation}
and $\hat W$ is the two-electron operator built from $w$. The result to be derived is
\begin{equation}
E\approx E_{\rm RSH}+\int_0^\infty\!\frac{d\omega}{2\pi}\,\mathrm{Tr}\big[\ln(1-\chi_0(i\omega)w)+\chi_0(i\omega)w\big],
\label{main}
\end{equation}
where $E_{\rm RSH}$ is the energy of a range-separated hybrid determinant and $\chi_0$ the density response of its orbitals.

\section{The common starting point}

Let $F[n]=\min_{\Psi\to n}\langle\Psi|\hat T+\hat W_{\rm ee}|\Psi\rangle$ be the universal functional with the full repulsion $\hat W_{\rm ee}$, and $F_{\rm lr}[n]$ the same with $\hat W$ in its place. Define the short-range functional as the difference, $E^{\rm sr}[n]=F[n]-F_{\rm lr}[n]$. It contains Hartree, exchange and correlation parts. With the nuclear potential $v$,
\begin{align}
E&=\min_n\Big\{F_{\rm lr}[n]+E^{\rm sr}[n]+\int vn\Big\}\nonumber\\
&=\min_\Psi\big\{\langle\Psi|\hat T+\hat V+\hat W|\Psi\rangle+E^{\rm sr}[n_\Psi]\big\}.
\label{multi}
\end{align}
The second line merges the search over $\Psi$ at fixed $n$ with the search over $n$. With the exact $E^{\rm sr}$ this is the exact energy for every $\mu$; an approximate $E^{\rm sr}$ makes it depend on $\mu$.

Restricting the search to single determinants gives $E_{\rm RSH}$ and its minimizer $\Phi_0$, with density $n_0$. Its orbitals are eigenfunctions, with eigenvalues $\varepsilon_p$, of
\begin{equation}
\hat f=\hat t+v+v_{\rm H}^{\rm lr}+\hat v_{\rm x}^{\rm lr}+v^{\rm sr}[n_0],\qquad v^{\rm sr}=\frac{\delta E^{\rm sr}}{\delta n},
\label{fock}
\end{equation}
where $\hat v_{\rm x}^{\rm lr}$ is the nonlocal exchange operator of $w$. What remains is $E_c^{\rm lr}=E-E_{\rm RSH}$.

\section{First derivation: coupling path and density response}

Let $\hat V_0$ be the $N$-electron operator of $v_{\rm H}^{\rm lr}+\hat v_{\rm x}^{\rm lr}$, evaluated with $\Phi_0$ and then held fixed, and let $\hat W_{\rm fl}=\hat W-\hat V_0$. Consider
\begin{equation}
E_\lambda=\min_\Psi\big\{\langle\Psi|\hat T+\hat V+\hat V_0+\lambda\hat W_{\rm fl}|\Psi\rangle+E^{\rm sr}[n_\Psi]\big\}.
\end{equation}
At $\lambda=1$ the operator $\hat V_0$ cancels and $E_1=E$. At $\lambda=0$ the stationarity condition is solved by the determinant of eigenfunctions of (\ref{fock}); I assume that this $\Phi_0$ is the minimizer. Then $E_0+\langle\hat W_{\rm fl}\rangle_0=E_{\rm RSH}$, because $\hat V_0$ cancels again. Since $E_\lambda$ is stationary in $\Psi$, only the explicit $\lambda$ contributes to its derivative, $dE_\lambda/d\lambda=\langle\hat W_{\rm fl}\rangle_\lambda$. Therefore
\begin{equation}
E_c^{\rm lr}=\int_0^1 d\lambda\,\big[\langle\hat W_{\rm fl}\rangle_\lambda-\langle\hat W_{\rm fl}\rangle_0\big].
\label{ac}
\end{equation}

The minimizer $\Psi_\lambda$ is an eigenstate, assumed to be the nondegenerate ground state, of the linear Hamiltonian $\hat H_\lambda=\hat T+\hat V+\hat V_0+\lambda\hat W_{\rm fl}+\hat V^{\rm sr}[n_\lambda]$ with its potential frozen at the self-consistent density. Let $\omega_k$ be its excitation energies and $\rho_k$ its transition densities. The response of this frozen Hamiltonian is
\begin{equation}
\chi_\lambda(\mathbf r,\mathbf r',i\omega)=-\sum_{k>0}\frac{2\omega_k\,\rho_k(\mathbf r)\rho_k(\mathbf r')}{\omega_k^2+\omega^2}.
\label{chi}
\end{equation}
No derivative of $v^{\rm sr}$ enters, because the correlations wanted are those of one eigenstate of one fixed Hamiltonian. Since $\int_0^\infty 2\omega_k\,d\omega/(\omega_k^2+\omega^2)=\pi$, completeness of the states gives
\begin{equation}
\langle\hat n(\mathbf r)\hat n(\mathbf r')\rangle_\lambda=n_\lambda(\mathbf r)n_\lambda(\mathbf r')-\frac1\pi\int_0^\infty\!d\omega\,\chi_\lambda(\mathbf r,\mathbf r',i\omega).
\end{equation}

The interaction is $\hat W=\frac12\iint w\,\hat n\hat n'-\frac12w(0)N$. The last term removes self-interaction; it is a finite constant, as $w(0)=2\mu/\sqrt\pi$, and drops out of (\ref{ac}). Write $\delta n=n_\lambda-n_0$ and $\delta\gamma$ for the change of the one-particle density matrix. The Hartree terms combine as
\begin{equation}
E_{\rm H}^{\rm lr}[n_\lambda]-E_{\rm H}^{\rm lr}[n_0]-\int v_{\rm H}^{\rm lr}\,\delta n=E_{\rm H}^{\rm lr}[\delta n],
\end{equation}
because $E_{\rm H}^{\rm lr}$ is quadratic in the density. Hence
\begin{align}
E_c^{\rm lr}&=-\frac1{2\pi}\int_0^1\!d\lambda\int_0^\infty\!d\omega\,\mathrm{Tr}\,w(\chi_\lambda-\chi_0)+\int_0^1\!d\lambda\,D_\lambda,\nonumber\\
D_\lambda&=E_{\rm H}^{\rm lr}[\delta n]-\mathrm{Tr}\,\hat v_{\rm x}^{\rm lr}\delta\gamma .
\label{exactlr}
\end{align}

Up to here nothing has been approximated. The RPA makes two approximations. The first drops $D_\lambda$. By (\ref{fock}), $\hat W_{\rm fl}$ has no matrix element between $\Phi_0$ and a single excitation, so $\delta\gamma$ starts at order $\lambda^2$, and the dropped term is of third order in $w$. The second replaces $\chi_\lambda$ by the solution of $\chi_\lambda=\chi_0+\lambda\chi_0w\chi_\lambda$, that is $\chi_\lambda=(1-\lambda\chi_0w)^{-1}\chi_0$. This leaves out exchange in the response, which matters already at second order. Now $\mathrm{Tr}\,w\chi_\lambda=-\frac{d}{d\lambda}\mathrm{Tr}\ln(1-\lambda\chi_0w)$, so
\begin{equation}
-\int_0^1\!d\lambda\,\mathrm{Tr}\,w(\chi_\lambda-\chi_0)=\mathrm{Tr}\big[\ln(1-\chi_0w)+\chi_0w\big],
\end{equation}
and the factor $1/2\pi$ gives (\ref{main}).

\section{Second derivation: zero-point energy of pair oscillators}

This route uses no coupling path. Expand $E^{\rm sr}$ in (\ref{multi}) about $n_0$ to first order in $n_\Psi-n_0$. With $\hat H=\hat T+\hat V+\hat W+\hat V^{\rm sr}[n_0]$,
\begin{equation}
E\approx E_{\rm RSH}+\min_\Psi\langle\Psi|\hat H|\Psi\rangle-\langle\Phi_0|\hat H|\Phi_0\rangle .
\label{lin}
\end{equation}
The correlation energy is now the ground-state shift of a linear Hamiltonian whose mean-field operator is (\ref{fock}).

Let $s=(i,a)$ label an occupied orbital $i$ and a virtual orbital $a$, with gap $\Delta_s=\varepsilon_a-\varepsilon_i>0$, and define the singlet pair operator $b_s^\dagger=2^{-1/2}\sum_\sigma a^\dagger_{a\sigma}a_{i\sigma}$. Its commutator with another pair operator is
\begin{equation}
[b_{ia},b^\dagger_{jb}]=\tfrac12\sum_\sigma\big(\delta_{ab}\,a^\dagger_{i\sigma}a_{j\sigma}-\delta_{ij}\,a^\dagger_{b\sigma}a_{a\sigma}\big).
\end{equation}
Replace the right side by its value in $\Phi_0$, which is $\delta_{ij}\delta_{ab}$. The pairs are then bosons. When $\hat W$ is ordered relative to $\Phi_0$, its mean-field terms join $\hat T+\hat V+\hat V^{\rm sr}[n_0]$ to form the operator (\ref{fock}), which raises the energy by $\Delta_s$ per pair. The occupied-virtual part of the density operator carries $\sqrt2\,(b_s+b_s^\dagger)$ with the orbital product $\varphi_i\varphi_a$. Of the interaction, keep only the product of two such parts, ordered with creation operators on the left. With $K_{st}=(ia|jb)$ the integral over $w$,
\begin{equation}
\hat H_B=\sum_s\Delta_s b_s^\dagger b_s+\sum_{st}K_{st}:(b_s+b_s^\dagger)(b_t+b_t^\dagger):,
\end{equation}
since $\frac12(\sqrt2)^2=1$. Triplet pairs do not couple to the density and contribute nothing.

Set $q_s=(b_s+b_s^\dagger)/\sqrt2$ and $p_s=(b_s-b_s^\dagger)/(i\sqrt2)$. Then $b_s^\dagger b_s=\frac12(p_s^2+q_s^2-1)$, and the ordered product equals $2q_sq_t-\delta_{st}$. With $\Delta$ the diagonal matrix of gaps,
\begin{equation}
\hat H_B=\tfrac12\big[p^{T}\Delta p+q^{T}(\Delta+4K)q\big]-\tfrac12\mathrm{Tr}(\Delta+2K).
\end{equation}
The canonical rescaling $q=\Delta^{1/2}Q$, $p=\Delta^{-1/2}P$ turns the bracket into $P^{T}P+Q^{T}MQ$ with
\begin{equation}
M=\Delta^{1/2}(\Delta+4K)\Delta^{1/2}.
\end{equation}
The Fourier transform of $w$, $4\pi e^{-k^2/4\mu^2}/k^2$, is positive, so $K$ has no negative eigenvalue and $M$ is positive definite. Its eigenvalues are $\Omega_m^2$, and the zero-point energy is
\begin{equation}
E_c^{\rm lr}\approx\frac12\sum_m\Omega_m-\frac12\mathrm{Tr}(\Delta+2K).
\label{zp}
\end{equation}

This is the same number as in (\ref{main}). For noninteracting orbitals the singlet transition density is $\sqrt2\,\varphi_i\varphi_a$, so by (\ref{chi}) $\chi_0$ is diagonal in the pairs with elements $-4\Delta_s/(\Delta_s^2+\omega^2)$, and $w$ acts as $K$. Moving a factor $\Delta^{1/2}$ around the determinant gives
\begin{equation}
\det(1-\chi_0K)=\det\Big[1+\frac{1}{\Delta^2+\omega^2}\,4\Delta^{1/2}K\Delta^{1/2}\Big]=\frac{\det(\omega^2+M)}{\det(\omega^2+\Delta^2)}.
\end{equation}
From $\int_0^\infty d\omega\ln\frac{\omega^2+x^2}{\omega^2+y^2}=\pi(x-y)$ for positive $x,y$, the logarithm contributes $\frac12(\sum_m\Omega_m-\mathrm{Tr}\,\Delta)$. The linear term contributes $-\frac1{2\pi}\sum_s4K_{ss}\frac{\pi}{2}=-\mathrm{Tr}\,K$. The sum is (\ref{zp}).

\section{What each derivation assumes}

Both need the determinant $\Phi_0$ as a sound reference and a functional for $E^{\rm sr}$. The first also needs a smooth path of nondegenerate ground states. In return it gives the formally exact expression (\ref{exactlr}), from which the neglected pieces can be computed separately. The second needs no path, but it linearizes $E^{\rm sr}$ at the outset. The remainder is quadratic in $\delta n$ and so of fourth order in $w$. It then treats fermion pairs as bosons and discards the other interaction terms.

The missing exchange appears in both, as an absent kernel in one and as violated Fermi statistics in the other. Its size at second order follows for two electrons in one orbital $\varphi_0$. The second-order term of (\ref{main}) is
\begin{align}
E^{(2)}&=-\frac1{4\pi}\sum_{st}16K_{st}^2\int_0^\infty\!\frac{\Delta_s\Delta_t\,d\omega}{(\Delta_s^2+\omega^2)(\Delta_t^2+\omega^2)}\nonumber\\
&=-2\sum_{st}\frac{K_{st}^2}{\Delta_s+\Delta_t},
\label{second}
\end{align}
because the integral equals $\pi/[2(\Delta_s+\Delta_t)]$. In perturbation theory with the true fermion states, $w$ couples $\varphi_0{\uparrow}\varphi_0{\downarrow}$ to $\varphi_a{\uparrow}\varphi_b{\downarrow}$ with element $K_{ab}$, which gives $-\sum K_{ab}^2/(\Delta_a+\Delta_b)$. At this order direct RPA is too large by a factor of two.

\section{The limit of small $\mu$}

As $\mu\to0$, $w\to0$, $E^{\rm sr}$ becomes the full Hartree-exchange-correlation functional, and (\ref{main}) becomes Kohn-Sham theory with the chosen functional. For the approach to the limit, expand
\begin{equation}
w(r_{12})=\frac{2}{\sqrt\pi}\Big(\mu-\frac{\mu^3r_{12}^2}{3}+\dots\Big).
\end{equation}
The constant gives nothing in $K$, since $\varphi_i$ and $\varphi_a$ are orthogonal. In $r_{12}^2=r_1^2+r_2^2-2\,\mathbf r_1\!\cdot\!\mathbf r_2$ the first two terms vanish for the same reason. With $\mathbf d_s=\langle\varphi_i|\mathbf r|\varphi_a\rangle$,
\begin{equation}
K_{st}\to\frac{4\mu^3}{3\sqrt\pi}\,\mathbf d_s\!\cdot\!\mathbf d_t,\qquad
E_c^{\rm lr,RPA}\to-\frac{32\mu^6}{9\pi}\sum_{st}\frac{(\mathbf d_s\!\cdot\!\mathbf d_t)^2}{\Delta_s+\Delta_t},
\label{mu6}
\end{equation}
where the RPA energy follows from (\ref{second}). The missing exchange is of the same order $\mu^6$; for two electrons in one orbital the exact $E_c^{\rm lr}$ tends to half of this law. For H$_2$ with Kohn-Sham orbitals in cc-pVTZ the coefficient is $-2.10$. It is not converged with the basis: cc-pVQZ gives $-2.36$ and aug-cc-pVTZ $-2.8$. At $\mu=0.03$ bohr$^{-1}$ the cc-pVTZ RPA energy is 0.987 times the law with the Kohn-Sham orbitals held fixed, and 0.93 times the law with the orbitals and gaps of the range-separated determinant. The argument needs a finite system with a gap.

The orbital gap changes already at first order. The constant $c=2\mu/\sqrt\pi$ in $\hat v_{\rm x}^{\rm lr}$ lowers occupied levels by $c$ and leaves virtual ones alone. The short-range exchange energy loses the long-range part $-cN/2$, so its potential rises by $c/2$. The LDA shares this term because its exchange hole holds one electron, but only where the local Fermi wave vector is large compared with $\mu$; in the density tail the rise fades. If both levels are confined to the region where it holds, the gap opens by $c$. At $\mu=0.02$ bohr$^{-1}$ this predicts 0.0226 hartree, and the calculation in the compact cc-pVTZ basis gives 0.0225. A more diffuse virtual level feels less of the rise and the gap opens by less, by $0.91c$ in aug-cc-pVTZ; a level lying wholly outside that region would give about $c/2$.

\section{The limit of large $\mu$}

As $\mu\to\infty$, $w\to1/r$ and $E^{\rm sr}\to0$. The multideterminant energy (\ref{multi}) becomes the full wave-function energy, whereas (\ref{main}) becomes Hartree-Fock plus full-range direct RPA, with the errors of that approximation.

The approach is governed by $\int d^3r\,w_{\rm sr}=4\pi\int_0^\infty r\operatorname{erfc}(\mu r)\,dr=\pi/\mu^2$, so that $w_{\rm sr}\to(\pi/\mu^2)\delta(\mathbf r)$. In a closed-shell determinant the pair density at contact is $n^2/2$, and the LDA exchange has the same value, so exchange cancels from $E_{\rm RSH}-E_{\rm HF}$ at this order. Since $F[n]$ is a minimum, $F-F_{\rm lr}$ equals, to first order in $w_{\rm sr}$, the expectation value of $w_{\rm sr}$ in the state with the full repulsion. In the electron gas the contact pair density of that state is $n^2g_0$, with $g_0$ the pair function at zero separation, of which $n^2/2$ belongs to Hartree and exchange. The parametrized functional used below has this limit built in with the same $g_0$, so the numerical comparison tests the exchange cancellation and the stationarity argument, not $g_0$ itself. The LDA correlation energy then gives
\begin{equation}
E_{\rm RSH}-E_{\rm HF}\to\frac{\pi}{2\mu^2}\int n^2\Big(g_0(n)-\frac12\Big),
\label{far}
\end{equation}
evaluated at the Hartree-Fock density, since that energy is stationary. For the RPA part with orbitals held fixed, vary (\ref{zp}) with respect to $K$:
\begin{align}
\delta E_c^{\rm lr}&=\mathrm{Tr}\big[(\Delta^{1/2}M^{-1/2}\Delta^{1/2}-1)\,\delta K\big],\nonumber\\
\delta K_{st}&=-\frac{\pi}{\mu^2}\int\varphi_i\varphi_a\varphi_j\varphi_b .
\label{farrpa}
\end{align}
At $\mu=80$ bohr$^{-1}$, (\ref{far}) gives $-1.16\times10^{-5}$ hartree against a computed $-1.14\times10^{-5}$, and (\ref{farrpa}) gives $1.78\times10^{-5}$, as computed. This contact quantity is not converged with the basis; the computed RPA shift is $2.10\times10^{-5}$ in cc-pVQZ. Orbital relaxation adds a further $\mu^{-2}$ term to the RPA energy.

\section{H$_2$ at intermediate $\mu$}

The short-range functional is the LDA with analytic erf-attenuated exchange and the correlation parametrization of Paziani, Moroni, Gori-Giorgi and Bachelet. Energies are in hartree, include the nuclear repulsion and are rounded separately; $\mu$ is in bohr$^{-1}$. The last column is (\ref{multi}) with this functional, solved by full CI.

\begin{center}
\begin{tabular}{ccccc}
$\mu$ & $E_{\rm RSH}$ & RPA & sum & multidet.\\
0 & $-1.1367$ & $0$ & $-1.1367$ & $-1.1367$\\
0.25 & $-1.1528$ & $-0.0002$ & $-1.1530$ & $-1.1529$\\
0.5 & $-1.1661$ & $-0.0027$ & $-1.1688$ & $-1.1682$\\
1 & $-1.1604$ & $-0.0150$ & $-1.1753$ & $-1.1726$\\
2 & $-1.1448$ & $-0.0351$ & $-1.1799$ & $-1.1719$\\
$\infty$ & $-1.1330$ & $-0.0545$ & $-1.1874$ & $-1.1723$
\end{tabular}
\end{center}

The reference, full CI with the full repulsion, is $-1.1723$ hartree. It is not corrected for basis-set incompleteness, nuclear motion or relativity. In cc-pVQZ it is $-1.1738$ hartree, the $E_{\rm RSH}$, sum and multideterminant entries at $\mu=0.5$ and 1 fall by 0.5 to 0.9 mHa, and the difference of the last two columns is $-0.5$, $-2.9$ and $-16.9$ mHa at $\mu=0.5$, 1 and $\infty$. The numbers that follow refer to cc-pVTZ unless stated. The last two columns share a functional, so their difference is the error of the RPA step: $-0.5$, $-2.8$, $-8.0$ and $-15.1$ mHa at $\mu=0.5$, 1, 2 and $\infty$. It grows as more of the short-range repulsion is handed to the RPA.

At $\mu=0.5$ bohr$^{-1}$ the sum is $-1.1661-0.0027=-1.1688$ hartree, or $-31.80$ eV, which is 3.6 mHa above the reference. Two parts make this up. The multideterminant energy lies 4.1 mHa above the reference; this combines the error of the LDA with a basis effect, because the functional describes short-range correlation without a basis limit while the reference does not, and the two are not fully separated here. In cc-pVQZ this offset grows to 5.0 mHa and the total error to 4.4 mHa, so the smaller basis hides part of the LDA error. The RPA step contributes $-0.5$ mHa. The latter is itself a partial cancellation. The long-range correlation energy is $-2.14$ mHa, of which the integral of $D_\lambda$ supplies $-0.39$ mHa. The rest, $-1.74$ mHa including a small finite-basis residue of the self-term, is what the RPA value of $-2.66$ mHa stands for. The RPA overshoots it by 0.92 mHa, and dropping $D_\lambda$ returns 0.39 mHa. At second order the direct term is $-2.82$ mHa, and the missing exchange would add $+1.41$ mHa.

The total error changes sign between $\mu=0.5$ and 1 bohr$^{-1}$, where the offset of the multideterminant energy and the RPA error cancel. That crossing belongs to this molecule, basis and functional, and does not by itself recommend a value of $\mu$ for other systems. The numerical check also confirms (\ref{ac}), the separation into pair and density-matrix parts at $\lambda=1/2$, and the agreement of (\ref{main}) with (\ref{zp}).

\section*{Calculated quantities}
\begin{verbatim}
H2 bond length: 1.40 bohr; basis cc-pvtz, 28 functions
Energies in hartree, mu in 1/bohr
mu | E_RSH | E_c long-range RPA | sum | multideterminant + srLDA
 0.00   -1.136693    0.000000   -1.136693   -1.136693
 0.25   -1.152794   -0.000172   -1.152967   -1.152918
 0.50   -1.166094   -0.002662   -1.168756   -1.168229
 1.00   -1.160384   -0.014959   -1.175344   -1.172590
 2.00   -1.144765   -0.035138   -1.179903   -1.171902
  inf   -1.132961   -0.054463   -1.187423   -1.172335
Full CI in this basis: -1.172335 hartree
Separate Kohn-Sham LDA: -1.136693 hartree
Separate Hartree-Fock: -1.132961 hartree
Separate CCSD: -1.172335 hartree
mu=0.00: sum minus full CI 35.642 mHa; multidet. minus full CI 35.642 mHa
mu=0.25: sum minus full CI 19.368 mHa; multidet. minus full CI 19.416 mHa
mu=0.50: sum minus full CI 3.578 mHa; multidet. minus full CI 4.105 mHa
mu=1.00: sum minus full CI -3.009 mHa; multidet. minus full CI -0.255 mHa
mu=2.00: sum minus full CI -7.568 mHa; multidet. minus full CI 0.433 mHa
mu=inf: sum minus full CI -15.089 mHa; multidet. minus full CI 0.000 mHa
At mu = 0.5 1/bohr:
  E_c^lr from energy difference: -0.00213542 hartree
  E_c^lr from coupling integral: -0.00213542 hartree
  density-matrix term, integrated: -0.00039295 hartree
  lam=0.5 pair-fluctuation part: -0.00165446 hartree
  lam=0.5 density-matrix term: -0.00023122 hartree
  lam=0.5 finite-basis residue: 0.00001780 hartree
  lam=0.5 sum of the three: -0.00186789 hartree
  lam=0.5 direct expectation: -0.00186789 hartree
  RPA, coupling integral: -0.00266218 hartree
  RPA, logarithm: -0.00266218 hartree
  RPA, excitation energies: -0.00266218 hartree
  second-order direct term: -0.00281963 hartree
  second-order exchange term: 0.00140982 hartree
  lowest orbital gap: 0.724556 hartree
  RSH+RPA total: -31.8035 eV
Small mu: coefficient of mu^6: -2.09588 hartree bohr^6
  RPA at mu=0.03, KS orbitals: -1.5078e-09 hartree
  ratio to mu^6 law: 0.9868; fitted power: 5.943
  gap shift at mu=0.02: 0.022455 hartree
  2 mu/sqrt(pi) at mu=0.02: 0.022568 hartree
Large mu = 80 1/bohr:
  E_RSH - E_HF: -1.1435e-05; law: -1.1562e-05 hartree
  RPA minus full RPA: 1.7792e-05; law: 1.7798e-05 hartree
Electron gas, mu sqrt(rs)=1: RPA integral -0.03555, fit -0.03548 hartree
\end{verbatim}
